Why Effective-Mass Donors Are Shallower in Germanium than in Silicon

**Which mass goes into the donor formula**

A calculation of carrier freeze-out, or of the thermal ionisation of a shallow dopant, can start from a hydrogen-like binding energy. That formula takes one mass, whereas a conduction valley in silicon or germanium has two. With the conductivity mass and the rough parameters used below, the formula gives 27.0 meV for Si and 6.9 meV for Ge, a ratio of 3.9. With the density-of-states mass it gives 33.7 and 12.7 meV, a ratio of 2.7. Solving the anisotropic problem gives 31.2 and 9.8 meV, a ratio of 3.2.

The conductivity mass is the better starting point for an explanation, because it is the mass felt by a spherical donor state. What it misses is then a separate effect with a known sign: the state flattens and binds more strongly. In the effective-mass model, germanium donors are shallower because the conductivity mass is smaller and the screening stronger. Those two causes together overshoot, and the larger anisotropy of germanium takes part of the difference back.

**The model**

The donor is a singly charged ion in a uniform dielectric. Its electron belongs to one parabolic valley with transverse mass m_t along x and y and longitudinal mass m_l along z. The envelope function ψ multiplies the rapidly varying Bloch function at the valley minimum and obeys Hψ = Eψ, with

H = (p_x² + p_y²)/(2m_t) + p_z²/(2m_l) − e²/(4πε₀εr).

Energies are measured from the conduction-band edge, so the binding energy is E_b = −E for the lowest state. The static dielectric constant ε is isotropic. The model omits the different potential close to the ion, coupling between valleys, other donors and applied fields; their sizes are estimated later.

**What a spherical state feels**

In a spherical state no axis is preferred, so p_x², p_y² and p_z² have the same mean, ⟨p²⟩/3. The mean kinetic energy is therefore

⟨T⟩ = (⟨p²⟩/3)·[1/(2m_t) + 1/(2m_t) + 1/(2m_l)] = ⟨p²⟩/(2m_c),

3/m_c = 2/m_t + 1/m_l.

This m_c is the conductivity mass. For every spherical envelope the mean energy equals that of a hydrogen atom with isotropic mass m_c in the same dielectric. The best spherical envelope is thus the hydrogen 1s function. To find its energy, take ψ ∝ exp(−r/a), for which ⟨p²⟩ = ħ²/a² and ⟨1/r⟩ = 1/a:

E(a) = ħ²/(2m_c a²) − e²/(4πε₀εa).

Setting dE/da = 0 gives −ħ²/(m_c a³) + e²/(4πε₀εa²) = 0. With the Bohr radius a₀ = 4πε₀ħ²/(m₀e²), where m₀ is the free-electron mass, the solution is

a = L = εa₀m₀/m_c.

At this radius the attraction has twice the magnitude of the kinetic energy, so E = −ħ²/(2m_c L²). Inserting L and Ry = ħ²/(2m₀a₀²) = 13.606 eV gives the spherical binding energy

R = Ry·(m_c/m₀)/ε².

Screening enters squared for a traceable reason: it weakens the attraction at a given distance by 1/ε, and it also enlarges the orbit by ε, which weakens the attraction again. The mass enters once, through the orbit radius.

By the variational principle, the mean energy of any trial state lies at or above the ground-state energy. Hence R is a lower bound on the binding energy of the anisotropic donor.

**Separating the anisotropy**

Measure lengths in L and energies in R. Since R = ħ²/(2m_c L²), the transverse kinetic term acquires the coefficient m_c/m_t and the longitudinal one m_c/m_l. The Coulomb term becomes −2/r, because e²/(4πε₀εL) = ħ²/(m_c L²) = 2R. Define γ = m_t/m_l. The definition of m_c gives

m_c/m_t = 3/(2 + γ) = 1 + s,

m_c/m_l = 3γ/(2 + γ) = 1 − 2s,

s = (1 − γ)/(2 + γ).

The Hamiltonian in these units is

H = −∇² + sD − 2/r, D = −(∂_x² + ∂_y² − 2∂_z²).

No mass or dielectric constant remains except through s. If the lowest eigenvalue is called −F, then

E_b = Ry·(m_c/m₀)·(1/ε²)·F(γ).

Within the model this factorisation is exact, and so is the ratio

E_Si/E_Ge = (m_c,Si/m_c,Ge)·(ε_Ge/ε_Si)²·(F_Si/F_Ge).

Because the factors multiply, their logarithms add, and each contribution is the same whichever property is changed first.

**Why anisotropy deepens the level**

For a fixed normalised trial state, the mean energy ⟨−∇² − 2/r⟩ + s⟨D⟩ is a straight line in s. The ground-state energy E(s) is the lower envelope of all such lines, so it is concave: it lies on or above any of its chords.

At s = 0 the ground state is spherical and has energy −1. Its mean of D vanishes, since ⟨p_x²⟩ + ⟨p_y²⟩ − 2⟨p_z²⟩ = 0. Its line is therefore horizontal, and E(s) ≤ −1 for every s. For s > 0 equality is impossible. It would make exp(−r) an eigenstate of the anisotropic Hamiltonian, but D acting on exp(−r) produces a function that depends on direction. Hence E(s) < −1.

Now take 0 < s₁ < s₂. Concavity gives

E(s₁) ≥ (1 − s₁/s₂)·E(0) + (s₁/s₂)·E(s₂) > E(s₂),

where the last step uses E(0) > E(s₂). So F = −E exceeds 1 and grows with s. At fixed conductivity mass and screening, a more anisotropic valley of this kind, with m_l > m_t, binds its donor electron more strongly.

The growth is slow at first because the slope at s = 0 is zero. Numerical diagonalisation gives F = 1.008, 1.035, 1.092 and 1.221 at s = 0.1, 0.2, 0.3 and 0.4. Silicon has s = 0.36 and germanium s = 0.46, both beyond this flat start.

**The limit of a very heavy longitudinal mass**

The end of the curve is γ → 0, or s → 1/2. Since p_z² is never negative, dropping its term cannot raise the energy. With ρ² = x² + y², the inequality 1/r ≤ 1/ρ shows that replacing r by ρ in the attraction cannot raise it either. What remains is a two-dimensional hydrogen atom,

H₂ = −(1 + s)(∂_x² + ∂_y²) − 2/ρ.

Try φ = exp(−κρ). In two dimensions (∂_x² + ∂_y²)φ = φ″ + φ′/ρ = (κ² − κ/ρ)φ, so

H₂φ = [−(1 + s)κ² + (1 + s)κ/ρ − 2/ρ]φ.

The 1/ρ terms cancel if κ = 2/(1 + s). The energy is then −4/(1 + s), and since φ has no nodes it is the ground state. With 1 + s = 3/(2 + γ),

F ≤ 4(2 + γ)/3.

At γ = 0 the right side is 8/3. Flattening the state onto the plane z = 0 then costs no kinetic energy, so this value can be approached as closely as desired, and F → 8/3 in the limit. Because F grows with s, it stays below 8/3 for every finite m_l above m_t. An infinitely heavy longitudinal mass thus leaves a finite binding energy, set by m_t, since m_c itself tends to 3m_t/2.

**A hand estimate of the residual factor**

The mechanism can be made quantitative with a flattened envelope,

ψ ∝ exp[−√(ρ²/a² + z²/b²)], β = b/a < 1.

In the stretched coordinates x = ax′, y = ay′, z = bz′ this is the hydrogen function exp(−r′), for which each of −∂_x′², −∂_y′² and −∂_z′² has mean 1/3. The coefficients 3/(2 + γ) and 3γ/(2 + γ) then give

⟨T⟩ = [2/a² + γ/b²]/(2 + γ) = P/a², P = (2 + γ/β²)/(2 + γ).

For the attraction, let μ be the cosine of the angle to the z′ axis. Then r = r′·√[a²(1 − μ²) + b²μ²]. The radial mean of 1/r′ is 1, and the remaining average over directions is

⟨1/r⟩ = ∫₀¹ dμ/√[a² − (a² − b²)μ²] = B/a,

B = arcsin(η)/η, η = √(1 − β²).

The energy P/a² − 2B/a is lowest at a = P/B, where it equals −B²/P. Therefore

F ≥ B²(2 + γ)/(2 + γ/β²),

and β is chosen to make the right side largest. Flattening increases B, because the charge moves closer to the ion. It also increases P, because confinement along z costs kinetic energy. A heavy longitudinal mass makes that cost small.

In silicon the best β is 0.573. Then η = 0.820, B = 1.172 and P = 1.191, so F ≥ 1.153. In germanium the best β is 0.354, with B = 1.293 and P = 1.174, so F ≥ 1.423. Diagonalisation gives 1.155 and 1.431, which puts the estimate within 1% for both.

The estimate is less good at extreme anisotropy. For γ = 0 the best choice is β → 0, where B = π/2 and P = 1. This gives F ≥ π²/4 ≈ 2.47, which is 7.5% below the limit 8/3.

**How large each contribution is**

The parameters are rough typical low-temperature values: m_t = 0.19 m₀, m_l = 0.92 m₀ and ε = 11.4 for Si; m_t = 0.082 m₀, m_l = 1.6 m₀ and ε = 15.4 for Ge. The conductivity masses are

Si: m_c/m₀ = 3/(2/0.19 + 1/0.92) = 3/(10.53 + 1.09) = 0.258,

Ge: m_c/m₀ = 3/(2/0.082 + 1/1.6) = 3/(24.39 + 0.63) = 0.120.

The longitudinal term supplies about 9% of the sum in silicon and 2.5% in germanium. The heavy longitudinal mass of germanium therefore barely enters m_c, and the light transverse mass controls it.

The spherical binding energies are

Si: R = 13 606 meV × 0.2583/11.4² = 27.0 meV,

Ge: R = 13 606 meV × 0.1199/15.4² = 6.88 meV.

Multiplying by F gives 27.04 × 1.155 = 31.2 meV and 6.88 × 1.431 = 9.85 meV. A separate diagonalisation in anisotropic Gaussian functions, which uses the original masses and coordinates and no scaling, gives 31.23 and 9.85 meV.

The three factors in the ratio, with their natural logarithms, are:

- conductivity mass: 0.2583/0.1199 = 2.15, logarithm +0.77;
- dielectric screening: (15.4/11.4)² = 1.82, logarithm +0.60;
- residual anisotropy: 1.155/1.431 = 0.81, logarithm −0.21.

Mass and screening alone would make the germanium donor 3.93 times shallower. The anisotropy factor reduces this to 3.17. Mass is the larger of the two main causes, but not by much.

The same account can be followed by altering a silicon donor one property at a time and solving for its energy directly. It starts at 31.2 meV. With the dielectric constant of germanium it binds by 17.1 meV. Giving it also the conductivity mass of germanium, with the silicon mass ratio γ held fixed, lowers this to 7.9 meV. Changing γ to the germanium value, with m_c held fixed, raises it to 9.85 meV. The last step goes the other way, as the concavity argument requires.

Changing one mass of germanium while holding the other fixed shows which matters. Doubling m_l multiplies the binding energy by 1.12, and doubling m_t multiplies it by 1.75. An error in the transverse mass is therefore much more damaging than the same relative error in the longitudinal mass.

**The split depends on the reference mass**

The word "residual" has a meaning only after a reference mass has been chosen. With the density-of-states mass (m_t²m_l)^(1/3), which is 0.321 m₀ in Si and 0.221 m₀ in Ge, mass and screening together give a ratio of 2.66. The residual needed to reach 3.17 is then 1.19, above one instead of below it.

The binding energies have not changed, but a different quantity is being held fixed. Doubling m_l in germanium multiplies the density-of-states mass by 2^(1/3) = 1.26, but the solved binding energy only by 1.12, so this mass overstates the influence of the heavy axis. For these parameters it overestimates the binding by 8% in silicon and 29% in germanium, relative to the solved values. The conductivity mass errs the other way, by 13% and 30%, because it understates the influence of the heavy axis. Used alone it is therefore not the more accurate number; its advantage is that it belongs to the best spherical state, so what remains is the effect of flattening. A statement that anisotropy raises or lowers the ratio should therefore name the reference mass.

**What the model leaves out, and how much it matters**

The largest correction to an isolated donor comes from the region near the ion, where the valence electrons have not yet screened its charge. A simple representation adds

U(r) = −[e²/(4πε₀r)]·(1 − 1/ε)·exp(−r/λ).

The total attraction is then unscreened as r → 0 and has its usual screened form for r ≫ λ. A rough λ of 0.05 nm is assumed for both crystals. The flattened envelope has density 1/(πa²b) at the ion. If that density is treated as constant over the short range λ, the integral ∫4πr²·exp(−r/λ)/r dr = 4πλ² gives a first-order deepening

Δ ≈ [e²/(4πε₀)]·(1 − 1/ε)·4λ²/(a²b).

The envelope radii are a = 2.37 nm and b = 1.36 nm in Si, and 6.17 nm and 2.19 nm in Ge. Including the decay of the envelope over the range λ, the shifts are 1.54 and 0.15 meV. The compact silicon state has more of its density at the ion.

The short-range potential also couples the equivalent valleys, six in Si and four in Ge. If all its matrix elements, within and between valleys, are set equal to −Δ, the equal-amplitude combination of N valleys shifts by −NΔ. This gives 9.3 meV in Si and 0.6 meV in Ge, hence total bindings of about 40.5 and 10.4 meV and a ratio of 3.9. With the solved envelope in place of the trial one, and the different axes of the valleys included, the shifts are 9.2 and 0.6 meV and the silicon total is 40.4 meV. These are first-order values, not solutions of the short-range model. Equal matrix elements probably overstate the coupling between valleys, while first-order theory omits the contraction of the envelope, which deepens the level further. For a single valley this omission is moderate: the full shifts are 2.4 and 0.19 meV. For fully coupled valleys it is decisive in both crystals. In silicon, six fully coupled valleys make the short-range well strong enough to bind an electron even without the Coulomb tail, in a state far too compact for an envelope description. In germanium, a variational solution with four fully coupled valleys gives a shift of at least 4 meV instead of 0.6 meV, and this falls to about 1.1 meV if λ is 0.04 nm. Since λ and the equal coupling are rough assumptions, that is not a prediction either. The values above therefore show only the size of the first-order term.

For real phosphorus donors, the ionisation energies are roughly 45 meV in silicon and 13 meV in germanium, a ratio of about 3.5. The masses and dielectric constants used here are close to accepted values, so the assumption that real donors break is that of a purely screened Coulomb potential in a single valley. It costs roughly 14 meV in silicon and 3 meV in germanium. The first-order estimate gives the right direction but too small a shift in both, particularly in germanium, so its ratio of 3.9 should not be used as a prediction for phosphorus. Real shifts also depend on the donor species, which this U(r) does not distinguish.

Temperature enters in two ways. With rough room-temperature dielectric constants of 11.7 and 16.0, and the masses held fixed, the bindings fall to 29.6 and 9.1 meV and the ratio becomes 3.25. The effect on occupation is larger. At 77 K the thermal energy is 6.6 meV, so E_b/k_BT is 4.7 in silicon and 1.5 in germanium, and the Boltzmann factors exp(−E_b/k_BT) are about 0.01 and 0.2. At 300 K the thermal energy of 25.9 meV is comparable with the silicon binding and well above that of germanium. Actual ionisation also depends on the donor density and the density of band states.

The larger germanium state is also more easily disturbed. The geometric mean radius (a²b)^(1/3) is 1.97 nm in Si and 4.37 nm in Ge. Donors spaced by four such radii have densities of about 2 × 10¹⁸ and 2 × 10¹⁷ cm⁻³. The isolated-donor energy needs densities well below these. The field that drops the binding energy over one mean radius is about 0.16 MV/cm in Si and 0.02 MV/cm in Ge. These are scales, not thresholds. A uniform field 𝓔 puts the top of the Coulomb barrier at −2√[e³𝓔/(4πε₀ε)], which reaches the unshifted level at 𝓔 = πε₀εE_b²/e³, about 0.019 MV/cm in Si and 0.003 MV/cm in Ge, eight to nine times below the scales above. Ionisation by tunnelling or by energetic carriers can begin at still lower fields.

**Choosing the level of calculation**

For an estimate of the effective-mass level in either crystal, use the conductivity mass and multiply by F from the flattened envelope. Omitting F underestimates the binding by 13% in silicon and 30% in germanium, relative to the solved values, so the relative correction is larger in the material with the shallower donor. In energy it is larger in silicon, about 4.2 meV against 3.0 meV.

For freeze-out of a named dopant, use its measured ionisation energy, because the short-range shift is then included. This matters most in silicon, where the difference for phosphorus is roughly 14 meV, about twice the thermal energy at 77 K.

To test the effective-mass parameters themselves, excited states with odd envelopes are more suitable than the ground state. An odd envelope vanishes at the ion, so the contact estimate of the short-range shift is zero for it.

Calculated quantities

```
Si: m_t=0.19, m_l=0.92 m0; eps=11.4; valleys=6
Si: gamma=0.2065, s=0.3596 (dimensionless)
Si: conductivity mass=0.2583, DOS mass=0.3214 m0
Si: binding, spherical envelope=27.04 meV
Si: F=1.1546, ellipsoidal estimate of F=1.1531
Si: binding from F=31.22 meV, direct=31.23 meV
Si: binding if DOS mass were used=33.65 meV
Si: envelope a=2.37 nm, b=1.36 nm, b/a=0.573
Si: geometric mean radius=1.97 nm
Si: central-cell shift, one valley=1.54 meV
Si: same times valleys=9.26 meV, total binding=40.5 meV
Si: binding with room-T eps=11.7: 29.64 meV
Si: density at spacing of 4 mean radii=2.0e+18 cm^-3
Si: field scale E_b/(e*mean radius)=0.158 MV/cm
Ge: m_t=0.082, m_l=1.6 m0; eps=15.4; valleys=4
Ge: gamma=0.0512, s=0.4625 (dimensionless)
Ge: conductivity mass=0.1199, DOS mass=0.2208 m0
Ge: binding, spherical envelope=6.88 meV
Ge: F=1.4297, ellipsoidal estimate of F=1.4228
Ge: binding from F=9.84 meV, direct=9.85 meV
Ge: binding if DOS mass were used=12.66 meV
Ge: envelope a=6.17 nm, b=2.19 nm, b/a=0.354
Ge: geometric mean radius=4.37 nm
Ge: central-cell shift, one valley=0.15 meV
Ge: same times valleys=0.61 meV, total binding=10.4 meV
Ge: binding with room-T eps=16.0: 9.11 meV
Ge: density at spacing of 4 mean radii=1.9e+17 cm^-3
Ge: field scale E_b/(e*mean radius)=0.023 MV/cm
F at s=0,0.1,0.2,0.3,0.4: 1.0000 1.0077 1.0345 1.0922 1.2209
Mass factor Si/Ge=2.154, log=+0.767
Screening factor=1.825, log=+0.602
Anisotropy factor=0.808, log=-0.214
Mass times screening=3.931
Binding ratio Si/Ge, direct=3.171, log=+1.154
Si donor given Ge eps=17.11 meV
then given Ge conductivity mass=7.94 meV
then given Ge anisotropy=9.85 meV
Ge binding multiplied by 1.118 if m_l doubles, 1.754 if m_t doubles
Ratio with DOS masses=2.657, residual then=1.194
Assumed central-cell screening length=0.05 nm
Ratio with central-cell shifts=3.87
Ratio with room-T eps=3.250
Thermal energy: 0.34 meV at 4 K, 6.64 at 77 K, 25.85 at 300 K
```
